# Growth enhancement by gas diffusion above a periodic stripe mask

## Definitions and conventions

A flat wafer carries mask stripes with open crystal windows between them. The pattern has period $P$ along $x$ and is uniform along $y$. One window occupies $|x|<w/2$, with $w=fP$ and $0<f<1$. The gas fills $0<z<H$, and $H$ is the thickness of a stagnant layer. At its top the density of the growth-limiting precursor is held at $n_0$.

The precursor is dilute, with constant diffusivity $D$. It does not react in the gas, and the flow is steady, so $\nabla^2n=0$. The mask neither consumes nor releases it. In a window it reacts at the first-order rate $kn$, where $k$ is a velocity. The surface conditions are

$$\partial_z n=0\ \text{(mask)},\qquad D\,\partial_z n=kn\ \text{(window)}.$$

Flux towards the surface is counted positive. The length

$$L=D/k$$

compares diffusion with reaction. The enhancement $E(x)$ is the local growth rate in a window divided by the rate on an unmasked wafer with the same $n_0$, $H$, $D$ and $k$. The pattern is taken to extend sideways much farther than $H$. Engineering units are used in the example.

## The simplest case: uniform density along the surface

Without a mask the density is linear in $z$. Let $J_{\rm pl}$ be the flux and $n_s$ the surface density. Then $J_{\rm pl}=kn_s$ and $n_0-n_s=J_{\rm pl}H/D$. Eliminating $n_s$ gives

$$n_0=J_{\rm pl}\left(\frac1k+\frac HD\right),\qquad J_{\rm pl}=\frac{Dn_0}{H+L}.$$

Now add the mask, but suppose that lateral diffusion keeps $n_s$ uniform. Let $J$ be the flux averaged over a whole period. Only the fraction $f$ reacts, so $J=fkn_s$, and the same elimination gives $J=Dn_0/(H+L/f)$. The rate inside the window is $J/f$, hence

$$E\simeq\frac{H+L}{fH+L}.$$

For $H\gg L/f$ this tends to $1/f$: all material that would have landed on the mask reaches a window. For $H\ll L$ it tends to 1: the surface density is already close to $n_0$, and masking part of the surface hardly changes it. The second limit can hold even when $L\gg P$. The ratio $L/P$ therefore cannot fix the enhancement alone; $f$ and $H/L$ also matter. What $L/P$ controls, together with $f$, is the distribution of growth across a window.

## General lateral variation

Write the local surface flux as $Jq(x)$. Then $q=0$ on the mask and its average over a period is 1. By symmetry,

$$q=1+\sum_{m\ge1}q_m\cos\kappa_mx,\qquad \kappa_m=\frac{2\pi m}{P}.$$

A solution of Laplace's equation with this surface flux is

$$n=\frac JD\left[z+\ell-\sum_{m\ge1}\frac{q_m}{\kappa_m}\cos(\kappa_mx)\,e^{-\kappa_mz}\right].$$

Differentiating at $z=0$ gives $D\partial_zn=Jq$, as required. The constant $\ell$ is the extra diffusion length presented by the patterned surface.

At finite $H$ each lateral mode must vanish at the top, which multiplies its surface amplitude by $\tanh\kappa_mH$. Since $1-\tanh\kappa_mH\simeq2e^{-2\kappa_mH}$, the largest relative error of the decaying form is about $2e^{-4\pi H/P}$, and it is dropped. The top condition is then $n_0=J(H+\ell)/D$. Dividing $Jq$ by $J_{\rm pl}$ gives

$$\boxed{E(x)=q(x)\,\frac{H+L}{H+\ell}}$$

Because $\int q\,dx=P$ and the window has width $fP$, the window mean of $q$ is $1/f$, and

$$\bar E=\frac{H+L}{f(H+\ell)}.$$

The uniform-density estimate is recovered with $\ell=L/f$.

The window condition determines $q$ and $\ell$. Inserting $n(x,0)$ into $Jq=kn$ and multiplying by $L/J$ gives

$$Lq+Gq=\ell,\qquad Gq=\sum_{m\ge1}\frac{q_m}{\kappa_m}\cos\kappa_mx .$$

To write $G$ as an integral, use $q_m=(2/P)\int q(x')\cos\kappa_mx'\,dx'$. Since $q$ is even, $\cos\kappa_mx\cos\kappa_mx'$ may be replaced by $\cos\kappa_m(x-x')$. The prefactor is $(2/P)/\kappa_m=1/(\pi m)$. The real part of $-\ln(1-e^{i\theta})$ gives $\sum\cos(m\theta)/m=-\ln|2\sin(\theta/2)|$. Therefore

$$Gq=-\frac1\pi\int_{-w/2}^{w/2}\ln\left|2\sin\frac{\pi(x-x')}{P}\right|q(x')\,dx'.$$

Dividing the equation by $P$ leaves only $L/P$ and $f$; $H$ has dropped out of the shape.

A direct finite-volume solution of the original gas problem tests this. For $f=0.5$, $L=0.4P$ it gives $\bar E=1.4484$ at $H=P$ and $1.6364$ at $H=2P$; the law gives $1.4485$ and $1.6365$. The two normalized profiles agree within about one part in $10^4$, although the means differ. For $f=0.5$, $L=20P$, $H=P$, both routes give $\bar E=1.0210$: a large $L/P$ with almost no enhancement.

Desorption at a fixed rate does not alter $E$ in this model. If the net rate is $k(n-n_{\rm eq})$ with constant $n_{\rm eq}<n_0$, then $n-n_{\rm eq}$ obeys the original equations with top value $n_0-n_{\rm eq}$. Masked and unmasked rates are multiplied by the same factor. With $n_{\rm eq}=0.3n_0$ the direct solution again gives $1.4484$ for the first case above.

## Bounds on the mean enhancement

By orthogonality of the cosines,

$$\frac1P\int qGq\,dx=\sum_m\frac{q_m^2}{2\kappa_m}\ge0.$$

Consider the functional

$$F[q]=\frac1P\int_{-w/2}^{w/2}(Lq^2+qGq)\,dx,\qquad \frac1P\int q\,dx=1.$$

Let $q_*$ solve the integral equation and put $q=q_*+\delta$, where $\int\delta\,dx=0$. Since $G$ is symmetric, the term linear in $\delta$ is

$$\frac2P\int\delta(L+G)q_*\,dx=\frac{2\ell}{P}\int\delta\,dx=0.$$

The quadratic term is non-negative, so $q_*$ minimizes $F$. The minimum is $P^{-1}\int q_*\ell\,dx=\ell$.

For a lower bound, minimize the two parts separately. The Cauchy–Schwarz inequality $(\int q\,dx)^2\le w\int q^2dx$ gives $P^{-1}\int q^2dx\ge1/f$. Call the minimum of the diffusion part $c_0P$. For an upper bound, insert the uniform flux $q=1/f$, and call its diffusion part $c_1P$. Thus

$$\frac Lf+c_0P\le\ell\le\frac Lf+c_1P.$$

The uniform flux has $q_m=2\sin(\pi mf)/(\pi mf)$. Substitution in $\sum q_m^2/(2\kappa_m)$ gives

$$c_1=\frac1{\pi^3f^2}\sum_{m\ge1}\frac{\sin^2(\pi mf)}{m^3}.$$

The constant $c_0$ is $\ell/P$ for instantaneous reaction, $L=0$, where $n=0$ in the window. Put $s=\sin(\pi f/2)$ and consider

$$\Phi=\frac P\pi\arcsin\zeta,\qquad \zeta=\frac1s\sin\frac{\pi(x+iz)}P.$$

Its imaginary part is harmonic. In the window $\zeta$ is real with $|\zeta|<1$, so ${\rm Im}\,\Phi=0$. On the mask $\zeta$ is real with $|\zeta|>1$, so ${\rm Re}\,\Phi$ is constant along the surface. The Cauchy–Riemann relation $\partial_z{\rm Im}\,\Phi=\partial_x{\rm Re}\,\Phi$ then gives zero normal flux. The line $x=P/2$ also has constant ${\rm Re}\,\Phi$, which gives the required zero lateral flux.

Far above the surface, $|\sin[\pi(x+iz)/P]|\to e^{\pi z/P}/2$ and ${\rm Im}\arcsin\zeta\to\ln(2|\zeta|)$. Hence ${\rm Im}\,\Phi\to z+(P/\pi)\ln(1/s)$. This has the unit slope required of $Dn/J$, so

$$c_0=\frac1\pi\ln\frac1{\sin(\pi f/2)}.$$

The same relation applied in the window gives the flux

$$q_0(x)=\frac{\cos(\pi x/P)}{\sqrt{s^2-\sin^2(\pi x/P)}} .$$

The edge flux diverges as an inverse square root, while the centre has $q_0=1/s$. Relative to the window mean the centre value is $f/s$, which tends to $2/\pi$ for a narrow window. At $f=0.5$, extrapolating the direct solution from two grids gives $\ell/P=0.1103$, equal to the formula to the digits shown.

How far apart are the bounds? For $f\to0$, $c_0\to\pi^{-1}\ln[2/(\pi f)]$. In $c_1$ the kernel becomes $-\pi^{-1}\ln(2\pi|x-x'|/P)$. With $t=|x-x'|/w$, two uniformly distributed points have separation density $2(1-t)$, and

$$\int_0^12(1-t)\ln t\,dt=2\left(-1+\frac14\right)=-\frac32 .$$

So $c_1\to\pi^{-1}[3/2-\ln(2\pi f)]$, and

$$c_1-c_0\to\frac{3/2-\ln4}{\pi}=0.0362.$$

A scan of 99 values of $f$ from 0.01 to 0.99 stays below this limit. Over that range the elementary bounds locate $\ell$ within about $0.036P$. When $H\gg P$ this is a small uncertainty in $\bar E$, even though the local profile may be strongly non-uniform.

## Weak non-uniformity: large $L$

The cosine expansion also bounds $G$ from above. Since $1/\kappa_m\le P/(2\pi)$,

$$\frac1P\int qGq\,dx\le\frac P{2\pi}\frac1P\int q^2dx.$$

The expansion

$$q=\frac\ell L\left(1-\frac{G1}{L}+\frac{G^21}{L^2}-\cdots\right)$$

therefore converges in mean square if $L>P/(2\pi)$. Here $1$ denotes the function equal to one in the window. The logarithmic kernel is square-integrable, so a further application of $G$ makes the convergence uniform, including at the edge. The condition is sufficient but not necessary: at $f=0.5$ the largest eigenvalue of $G$ on even window functions is about $0.093P$, below the bound $P/(2\pi)=0.159P$.

Define the contrast as edge rate minus centre rate, divided by the window mean:

$$C=f[q(w/2)-q(0)].$$

To leading order $\ell/L=1/f$, and $C=[G1(0)-G1(w/2)]/L$. The cosine coefficients of the window function are $2\sin(\pi mf)/(\pi m)$. Dividing by $\kappa_m$ gives

$$G1(x)=\frac P{\pi^2}\sum_{m\ge1}\frac{\sin(\pi mf)\cos\kappa_mx}{m^2}.$$

Set $\theta=\pi f$ and define the Clausen function ${\rm Cl}_2(\theta)=\sum\sin(m\theta)/m^2$. At the edge $\kappa_mw/2=m\theta$ and $\sin m\theta\cos m\theta=\frac12\sin2m\theta$. The difference needed is

$$\sum_{m\ge1}\frac{\sin m\theta}{m^2}-\frac12\sum_{m\ge1}\frac{\sin2m\theta}{m^2}.$$

The second term, with its factor $\frac12$, equals twice the even terms of the first sum, because $1/(2m^2)=2/(2m)^2$. What remains is the odd terms minus the even terms, $\sum(-1)^{m+1}\sin(m\theta)/m^2={\rm Cl}_2(\pi-\theta)$. Hence

$$\boxed{C\simeq\frac PL\,\frac{{\rm Cl}_2[\pi(1-f)]}{\pi^2}}$$

It vanishes as $f\to1$, where the mask disappears. Since ${\rm Cl}_2'(\psi)=-\ln[2\sin(\psi/2)]$ vanishes at $\psi=\pi/3$, the maximum is at $\pi(1-f)=\pi/3$, or $f=2/3$, where $C\simeq0.1028\,P/L$.

For narrow windows, ${\rm Cl}_2(\pi-\pi f)\simeq\pi f\ln2$, so

$$C\simeq\frac{\ln2}{\pi}\frac wL .$$

The window width has replaced the period. The integral equation shows why. Set $x=wu$ and $p=fq$, so that $p$ has window mean 1. For $f\ll1$ the kernel is $-\pi^{-1}\ln(2\pi f|u-u'|)$. Its constant part multiplies $\int p\,du'=1$ and merely shifts $\ell$. After division by $P$,

$$\frac Lw\,p(u)-\frac1\pi\int_{-1/2}^{1/2}\ln|u-u'|\,p(u')\,du'=\text{constant}.$$

Only $L/w$ remains. Thus even $L=P$ gives a nearly uniform profile if the window is narrow: at $f=0.02$ the full contrast is 0.004403, against 0.004413 from the narrow-window law.

## Intermediate $L$

Between the limits, put $\sin(\pi x/P)=s\cos\varphi$. For even $q$ the kernel may be averaged over $x'$ and $-x'$. The product of its two sine factors is

$$4\left|\sin^2\frac{\pi x}P-\sin^2\frac{\pi x'}P\right|=2s^2|\cos2\varphi-\cos2\varphi'|.$$

Writing the cosine difference as a product of sines and using the logarithmic series again gives $\ln|\cos2\varphi-\cos2\varphi'|=-\ln2-2\sum\cos2m\varphi\cos2m\varphi'/m$. The averaged logarithm is therefore

$$\ln s-\sum_{m\ge1}\frac{\cos2m\varphi\cos2m\varphi'}m .$$

Expand $q=\sum_jc_j\cos2j\varphi$, multiply the integral equation by $\cos2i\varphi$, and average over $x$. With $A_{ij}=P^{-1}\int\cos2i\varphi\cos2j\varphi\,dx$ and $a_i=A_{i0}$, the result is

$$\sum_j(LA_{ij}+B_{ij})c_j=\ell a_i,$$
$$B_{ij}=\frac P\pi\left[a_ia_j\ln\frac1s+\sum_{m\ge1}\frac{A_{im}A_{mj}}m\right].$$

The normalization $\sum_ja_jc_j=1$ fixes $\ell$. Thirty functions and 400 harmonics were used for the full values quoted here. At $f=0.5$ the contrast is:

| $L/P$ | full $C$ | large-$L$ law |
|---|---|---|
| 0.1 | 0.668 | 0.928 |
| 0.3 | 0.270 | 0.309 |
| 1 | 0.089 | 0.093 |
| 10 | 0.0092 | 0.0093 |

The first row lies outside the range of guaranteed convergence, $L/P>1/(2\pi)$. The series still converges there, since $0.1>0.093$, but only slowly, and the leading law is poor.

## CdTe windows at two pressures

Take selective growth of CdTe from dimethylcadmium in hydrogen, with the cadmium supply limiting growth. The inputs are rough: surface temperature 650 K, $P=400$ µm, $w=200$ µm, $H=5$ mm, $k=80$ cm/s and precursor mole fraction $X=10^{-4}$. At 760 Torr $D=1.5$ cm²/s, and $D$ varies inversely with pressure. The comparison holds $H$, $X$, $k$ and temperature fixed.

At 760 Torr,

$$L=\frac{1.5}{80}\ {\rm cm}=187.5\ \text{µm},\qquad \frac LP=0.469.$$

Here $L/f=375$ µm, and the bounds $c_0=0.1103$, $c_1=0.1357$ give $419.1\le\ell\le429.3$ µm. The full solution gives $\ell=428.4$ µm, so

$$\bar E=\frac{5000+187.5}{0.5(5000+428.4)}=1.91.$$

The centre and edge enhancements are 1.82 and 2.17, a contrast of 18%; the large-$L$ law gives 20%. At 5 µm inside the edge $E=2.10$.

At 76 Torr, $L=1875$ µm and $\ell=3804$ µm, hence

$$\bar E=\frac{5000+1875}{0.5(5000+3804)}=1.56.$$

The contrast falls to about 2%. Lower pressure evens the window profile because $L/P$ rises, but it also lowers the mean enhancement because $L/H$ rises.

The density at the top, referred to the surface temperature, is $n_0=Xp/(k_BT)$, where $p$ is the pressure. A cubic CdTe cell of edge $a=0.648$ nm holds four formula units, so the unmasked growth velocity is

$$v_{\rm pl}=\frac{Dn_0}{H+L}\frac{a^3}{4}.$$

This gives 8.0 µm/h at 760 Torr and 6.0 µm/h at 76 Torr. The product $Dn_0$ is unchanged, so the drop comes from the larger $H+L$. Multiplication by $\bar E$ gives window means of 15.3 and 9.4 µm/h.

## Where the model meets the real process

The parameters are meant for the general regime of CdTe vapour growth, not for a particular reactor. The value of $k$ is the least certain. With thermal speed $\bar v=311$ m/s it corresponds to a reaction probability $4k/\bar v\simeq0.01$. In the large-$L$ regime the contrast is proportional to $k$, so an error in $k$ passes directly into it.

Real surfaces break the assumption of no migration. For an assumed migration length $\lambda=1$ µm, the mask can add roughly $2\lambda/w=1\%$ to the window supply, if it captures precursor as readily as the crystal. If all of this were deposited within 1 µm of the edges, it would roughly double the rate there. The calculated edge value therefore should not be applied inside that strip. Facets, gas-phase reactions and deposition on the mask are not estimated.

The continuum condition matters more at low pressure. The estimate $3D/\bar v$ for the free path gives 1.4 µm at 760 Torr and 14 µm at 76 Torr, or 0.7% and 7% of the window width. Without reaction the density would be uniform whatever the free path, so kinetic corrections change the calculated variation itself; they do not add 7% to the rate. Their size at the window edge, where the contrast is read, has not been calculated.

Convection over one period, relative to diffusion, is $UP^2/(HD)$ for a speed $U$ at the layer top. With $U=0.1$ m/s at 760 Torr and $U$ inversely proportional to pressure, it is 0.02 in both cases, so flow hardly affects the profile across a window. Across the whole layer, however, $UH/D\simeq3$, so the stagnant layer only stands in for a flowing boundary layer. For a linear shear layer developing from a common leading edge, with the same local thickness $H$, $\bar E$ is about 1.93 and 1.57 in place of 1.91 and 1.56. Ten minutes of growth produces at most 2.6 µm of mean relief, small beside the 200 µm window but larger than the migration strip. At 760 Torr a 2.5 µm step whose walls also react lowers the mean enhancement on its top from 1.91 to about 1.86. The edge contrast moves by about one percentage point, downwards if the walls react and upwards if they do not.

The layer is also not isothermal. Take a linear fall to 350 K at its top, $D\propto T^{1.75}$ and total gas density $c\propto1/T$. With thermal diffusion factor $\alpha$ and local mole fraction $X(z)$, the flux towards the surface is $J=cD(X'+\alpha XT'/T)$, or $(XT^\alpha)'=JT^\alpha/(cD)$. Integration replaces $H$ by

$$H_{\rm eff}=\int_0^H\left(\frac{T(z)}{T(0)}\right)^{\alpha-0.75}dz .$$

The integration also multiplies the top mole fraction by $[T(H)/T(0)]^\alpha$. This factor cancels in $E$, but not in the absolute growth rates: for $\alpha=1$ it is 0.54. With the change from $H$ to $H_{\rm eff}$ included, the unmasked rate at 760 Torr is 0.81 of its isothermal value for $\alpha=0$ and 0.58 for $\alpha=1$. The rates quoted above are isothermal estimates, which this gradient would lower. For $\alpha=0$ and $1$, $\bar E$ becomes 1.93 and 1.91 at 760 Torr, and 1.61 and 1.54 at 76 Torr. The largest shift for these two values is about 3%; a larger $\alpha$ shifts $\bar E$ further, by about 5% at 76 Torr for $\alpha=2$. Within the height $P/(2\pi)$, over which the slowest lateral mode decays, the temperature falls by 4 K and $D$ changes by 1%.

For wide stripes satisfying the stated assumptions, the leading law gives a design rule. Choosing $L\gtrsim0.1028P/0.05\simeq2.1P$ keeps the contrast below 5% for every $f$; narrow windows need less. This rule concerns uniformity outside the migration strip; the mean rate must still be found from $f$, $H$ and $\ell$. The numerical output below gives the remaining digits.

## Table of computed values

```
Direct gas solution against enhancement law (P=1)
 f=0.50 L=0.4 H=1 n_eq=0.0: E=1.4484, law 1.4485
 f=0.50 L=0.4 H=2 n_eq=0.0: E=1.6364, law 1.6365
 f=0.25 L=0.2 H=1 n_eq=0.0: E=2.2470, law 2.2475
 f=0.50 L=20.0 H=1 n_eq=0.0: E=1.0210, law 1.0210
 f=0.50 L=0.4 H=1 n_eq=0.3: E=1.4484, law 1.4485
L=0, f=0.5: ell/P direct 0.1103, formula 0.1103
Bounds gap/P: scan maximum 0.0362, narrow limit 0.0362
Narrow f=0.02, L=P: contrast 0.004403, law 0.004413
Largest coefficient of P/L, at f=2/3: 0.1028
Edge-centre contrast at f=0.5: L/P, full, large-L law
   0.1  0.6681  0.9281
   0.3  0.2703  0.3094
   1.0  0.0888  0.0928
   3.0  0.0305  0.0309
  10.0  0.0092  0.0093
CdTe example: T=650 K, top 350 K, k=80 cm/s
 period 400 um, window 200 um, layer 5.0 mm
 mole fraction 1.0e-04, lattice 0.648 nm
 thermal speed 311 m/s, reaction probability 0.0103
 bounds c0=0.1103, c1=0.1357
Pressure 760 Torr: D=1.50 cm2/s, L=187.5 um, L/P=0.469
 ell=428.4 um, bounds 419.1 to 429.3 um
 E mean 1.911, centre 1.825, edge 2.170
 E at 5 um inside edge 2.099
 contrast 18.09 %, large-L law 19.80 %
 growth: planar 8.00 um/h, window mean 15.28 um/h
 free path 1.45 um, over window 0.72 %
 convection/diffusion 2.1e-02; relief in 600 s 2.55 um
 E mean with T gradient: 1.927; thermal factor 1: 1.905
Pressure 76 Torr: D=15.00 cm2/s, L=1875.0 um, L/P=4.687
 ell=3804.2 um, bounds 3794.1 to 3804.3 um
 E mean 1.562, centre 1.554, edge 1.584
 E at 5 um inside edge 1.579
 contrast 1.96 %, large-L law 1.98 %
 growth: planar 6.03 um/h, window mean 9.42 um/h
 free path 14.48 um, over window 7.24 %
 convection/diffusion 2.1e-02; relief in 600 s 1.57 um
 E mean with T gradient: 1.615; thermal factor 1: 1.545
T drop over P/(2 pi): 3.82 K, D change 1.03 %
Migration 1.0 um: extra supply up to 1.00 %
```
